# MOS Subthreshold Swing with Depletion and Interface-Trap Capacitance

## 1. What dimensions already tell us

The subthreshold swing is the change of gate voltage that changes the drain current by a factor of ten:

$$S=\frac{dV_G}{d\log_{10}I_D}.$$

It is a voltage per decade. Since only the logarithm of the current enters, a constant factor in $I_D$, such as the mobility or the ratio of channel width to length, cannot appear in $S$. The voltage scale must come from elsewhere.

In weak inversion the electrons are so few that they obey Boltzmann statistics. Their density responds to a potential through $\exp(\psi/v_t)$, where

$$v_t=\frac{kT}{q}$$

and $q>0$ is the elementary charge. This supplies the voltage $v_t$. The charges that the gate must supply, apart from that of the few electrons, enter through capacitances per area: $C_{ox}$ of the oxide, $C_D$ of the depletion layer and $C_{it}$ of the interface traps. A voltage can depend on them only through their ratios. With $\psi_s$ the potential at the semiconductor surface, the answer has the form

$$S=\ln(10)\,v_t\;F\!\left(\frac{C_D}{C_{ox}},\frac{C_{it}}{C_{ox}},\frac{v_t}{\psi_s}\right).$$

The oxide responds to the sum of the charges behind it, so we expect $C_D$ and $C_{it}$ to enter as a sum. Dimensions do not give $F$. For that we need two derivatives: how the gate moves $\psi_s$, and how $\psi_s$ changes the number of electrons.

## 2. The device and the current

Take a long n-channel transistor on a uniformly doped p-type semiconductor with acceptor density $N_A$, fully ionized. The potential $\psi$ is zero in the neutral bulk and positive when the bands bend down. The mobility $\mu$ is constant. Short-channel effects, leakage, tunnelling and quantum confinement are left out.

Let $N_n$ be the number of electrons per area in the channel, and let $V(y)$ be the electron quasi-Fermi potential, which rises from $0$ at the source to $V_{DS}$ at the drain. For channel width $W$ the current is

$$I_D=\mu W qN_n\frac{dV}{dy}.$$

If $V_{DS}\ll v_t$, then $N_n$ is uniform along the channel to leading order. Integrating over the length $L$ gives

$$I_D=\mu\frac{W}{L}\,qN_nV_{DS}.$$

Hence $d\ln I_D=d\ln N_n$ when the gate is varied at fixed $V_{DS}$. With $\log_{10}I_D=\ln I_D/\ln 10$ and the chain rule,

$$S=\ln(10)\,\frac{dV_G/d\psi_s}{d\ln N_n/d\psi_s}.\tag{1}$$

Without traps the restriction on $V_{DS}$ can be relaxed. The depletion charge then fixes the same $\psi_s$ along the whole channel, and $N_n\propto e^{-V/v_t}$. Integration gives $I_D=\mu(W/L)qN_n(0)v_t(1-e^{-V_{DS}/v_t})$, whose drain factor does not depend on the gate. With traps that follow the electron quasi-Fermi level, the trapped charge and so $\psi_s$ vary along the channel, and we keep $V_{DS}\ll v_t$.

## 3. From gate voltage to surface potential

Let $Q_s$ be the semiconductor charge per area and $Q_{it}$ the trapped interface charge per area. Neutrality requires a gate charge $Q_G=-(Q_s+Q_{it})$. The voltage across the oxide is $Q_G/C_{ox}$, so

$$V_G=\psi_s-\frac{Q_s+Q_{it}}{C_{ox}}.\tag{2}$$

Here $V_G$ is measured from the flat-band voltage of the device without traps, so that a work-function difference does not appear.

In depletion the semiconductor holds negative acceptor charge $Q_D$ and electron charge $Q_n=-qN_n$. Both become more negative as $\psi_s$ rises. Positive capacitances are therefore defined by

$$C_D=-\frac{dQ_D}{d\psi_s},\qquad C_n=-\frac{dQ_n}{d\psi_s},\qquad C_{it}=-\frac{dQ_{it}}{d\psi_s}.$$

Differentiating (2), we find

$$\frac{dV_G}{d\psi_s}=1+\frac{C_D+C_{it}+C_n}{C_{ox}}.$$

Sufficiently deep in weak inversion $C_n$ is negligible, as Section 9 shows. We then write

$$\frac{dV_G}{d\psi_s}=m,\qquad m=1+\frac{C_D+C_{it}}{C_{ox}}.\tag{3}$$

This is a capacitive voltage divider: the oxide is in series with $C_D$ and $C_{it}$, which are in parallel. The surface receives the fraction $1/m$ of a small gate-voltage change.

A charge that stays frozen during the sweep adds a constant to (2). It shifts $V_G$ but drops out of the derivative, so at a given $\psi_s$ it does not change $S$.

## 4. The depletion capacitance

Let $x$ point from the interface into the semiconductor, whose permittivity is $\varepsilon$. Holes have density $N_Ae^{-\psi/v_t}$. Neglecting the electron charge, Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon}\left(1-e^{-\psi/v_t}\right).$$

Multiply by $d\psi/dx$. The left side becomes the derivative of $\tfrac12(d\psi/dx)^2$. Integrate from the bulk, where $\psi$ and its slope vanish, to the surface, where the field is $E_s=-d\psi/dx>0$:

$$\frac{E_s^2}{2}=\frac{qN_A}{\varepsilon}\left[\psi_s-v_t\left(1-e^{-\psi_s/v_t}\right)\right].$$

For $\psi_s\gg v_t$ the last exponential is negligible, and

$$E_s^2=\frac{2qN_A}{\varepsilon}(\psi_s-v_t).\tag{4}$$

The subtraction of $v_t$ comes from the holes that spill into the edge of the depletion layer.

Gauss's law gives $Q_D=-\varepsilon E_s$, hence $C_D=\varepsilon\,dE_s/d\psi_s$. Differentiating (4) gives $2E_s\,dE_s/d\psi_s=2qN_A/\varepsilon$, so

$$C_D=\frac{qN_A}{E_s}=\frac{\varepsilon}{w},\qquad w=\frac{\varepsilon E_s}{qN_A}=\sqrt{\frac{2\varepsilon(\psi_s-v_t)}{qN_A}}.\tag{5}$$

The depletion layer acts as a plate capacitor of thickness $w$. As $\psi_s$ rises, $w$ grows and $C_D$ falls.

## 5. The interface-trap capacitance

Let $D_{it}(E)$ be the number of traps per area and energy, with $E$ measured from midgap at the surface. The bulk Fermi level lies $q\phi_F$ below midgap, where $\phi_F=v_t\ln(N_A/n_i)$ and $n_i$ is the intrinsic density. This assumes equal effective densities of states in the two bands, which puts the intrinsic level at midgap. Band bending lowers midgap at the surface by $q\psi_s$, so the Fermi level there is

$$E_F=q(\psi_s-\phi_F).$$

Assume that the traps exchange electrons fast enough to follow the gate sweep. With a degeneracy factor of one, their occupation is

$$f(E)=\frac{1}{1+e^{(E-E_F)/kT}}.$$

Let $f_0(E)$ be the filling for which the interface is neutral. It does not depend on $\psi_s$. Then

$$Q_{it}=-q\int D_{it}(E)\,[f(E)-f_0(E)]\,dE.$$

Now $dE_F/d\psi_s=q$ and $\partial f/\partial E_F=-\partial f/\partial E$. Therefore

$$C_{it}=q^2\int D_{it}(E)\left(-\frac{\partial f}{\partial E}\right)dE.\tag{6}$$

The weight $-\partial f/\partial E$ is a peak at $E_F$, a few $kT$ wide and of unit area. If $D_{it}$ is constant and $E_F$ lies many $kT$ from the band edges, then $C_{it}=q^2D_{it}$. The swing thus senses traps near the Fermi level, not the total number of traps.

**A rising trap density.** Suppose $D_{it}(E)=D_{it}(E_F)\,e^{(E-E_F)/\Delta}$, and define $a=kT/\Delta$ and $u=(E-E_F)/kT$. Put $g=1/(1+e^{-u})$. Then $-(\partial f/\partial E)\,dE=dg$ and $e^u=g/(1-g)$. If the band edges are far enough away to extend the integral to infinity, and if $a<1$, the average in (6) is

$$\frac{\langle D_{it}\rangle}{D_{it}(E_F)}=\int_0^1 g^a(1-g)^{-a}\,dg=\Gamma(1+a)\Gamma(1-a)=\frac{\pi a}{\sin\pi a}.\tag{7}$$

This exceeds one: the traps above $E_F$ gain more weight than those below it lose.

## 6. The electron layer and the full result

The electron density at the surface is

$$n_s=\frac{n_i^2}{N_A}e^{\psi_s/v_t}.$$

Near the surface $\psi\simeq\psi_s-E_sx$, so the density decays as $n_se^{-E_sx/v_t}$. Integration over $x$ gives

$$N_n=n_s\frac{v_t}{E_s}.\tag{8}$$

The layer has thickness $v_t/E_s$. A larger $\psi_s$ raises $n_s$ but also raises $E_s$, which squeezes the layer. Taking the logarithm and using (4), for which $d\ln E_s/d\psi_s=1/[2(\psi_s-v_t)]$, we obtain

$$\frac{d\ln N_n}{d\psi_s}=\frac1{v_t}-\frac{1}{2(\psi_s-v_t)}
=\frac1{v_t}\left[1-\frac{v_t}{2(\psi_s-v_t)}\right].\tag{9}$$

Insert (3) and (9) into (1):

$$S=\ln(10)\,v_t\,\frac{1+(C_D+C_{it})/C_{ox}}{1-v_t/[2(\psi_s-v_t)]}.\tag{10}$$

When $\psi_s\gg v_t$ the denominator is close to one, and dropping it gives the usual formula

$$S\simeq\ln(10)\,\frac{kT}{q}\left(1+\frac{C_D+C_{it}}{C_{ox}}\right).\tag{11}$$

**What the linear potential neglects.** The next term in the potential is $\psi_s-\psi=E_sx-qN_Ax^2/(2\varepsilon)$. Expanding its exponential and using $\int_0^\infty x^2e^{-E_sx/v_t}dx=2(v_t/E_s)^3$, we find that $N_n$ is multiplied by

$$1+\frac{qN_Av_t}{\varepsilon E_s^2}=1+\frac{v_t}{2(\psi_s-v_t)}.$$

This changes $N_n$ at first order in $v_t/\psi_s$. Its logarithmic derivative is, to leading order, $-v_t/[2(\psi_s-v_t)^2]$. Compared with $1/v_t$ this is only of second order, so (10) is correct through first order.

## 7. A wide-gap example

Take round model parameters at 300 K: gap 3.2 eV, effective density of states $2\times10^{19}\ \mathrm{cm^{-3}}$ in each band, relative permittivity 10, $N_A=10^{17}\ \mathrm{cm^{-3}}$, a 50 nm oxide of relative permittivity 3.9 and constant $D_{it}=10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$. The intrinsic density is $2.64\times10^{-8}\ \mathrm{cm^{-3}}$, so $\phi_F=1.463$ V. The customary threshold $\psi_s=2\phi_F$ lies at 2.926 V. Full ionization is an idealization here, since acceptors in wide-gap semiconductors are deep. For a level 0.2 eV above the valence band with degeneracy 4, only about 14% are ionized in the neutral bulk at 300 K. This lowers $\phi_F$ by about 0.05 V and, at the same surface Fermi level, raises $C_D$ by 1 to 2%, a change of the swing comparable to the layer correction in (10). We evaluate the swing at $\psi_s=2.60$ V, where $v_t=0.02585$ V and $w=168.7$ nm.

From (4) and (5), the surface field is

$$E_s=\frac{2(\psi_s-v_t)}{w}=\frac{2(2.574)}{1.687\times10^{-5}}\simeq3.05\times10^5\ \mathrm{V/cm}.$$

The electron layer is therefore $v_t/E_s\simeq0.85$ nm thick. So thin a layer makes the neglect of quantum confinement a real limitation of the model.

The capacitances are $C_{ox}=69.06$, $C_D=52.49$ and $C_{it}=160.22\ \mathrm{nF/cm^2}$. Hence

$$m=1+\frac{52.49+160.22}{69.06}=1+0.760+2.320=4.080.$$

The thermal value is $\ln(10)\,v_t=59.53$ mV/decade, so (11) gives

$$S\simeq59.53\,(1+0.760+2.320)\simeq59.53+45.24+138.11\simeq242.9\ \mathrm{mV/decade}.$$

The three terms are the thermal part, the depletion part and the trap part. The denominator of (10) is

$$1-\frac{0.02585}{2(2.574)}=0.99498,$$

and dividing by it raises the swing to 244.1 mV/decade, or 0.244 V/decade. Without traps, $m=1.760$ and (10) gives 105.3 mV/decade.

A numerical solution of Poisson's equation that retains holes and electrons and fills the traps with Fermi statistics gives 244.10 mV/decade with traps and 105.30 without. These comparisons, and those at $\psi_s=2.10$, 2.40 and 2.70 V with traps, are tested to a relative tolerance of 0.1%. The values are listed in the numerical output.

The solution also gives a sheet density 0.51% above (8). The correction derived in Section 6 predicts $0.02585/(2\times2.574)=0.50\%$.

Between $\psi_s=2.40$ and 2.70 V the gate moves from 8.332 to 9.558 V (taking the interface as neutral when the traps are filled up to midgap; another choice shifts both values equally), while the sheet density rises from 12.9 to $1.33\times10^6\ \mathrm{cm^{-2}}$, or 5.01 decades. The mean swing is $1.226/5.01\simeq0.245$ V/decade, between the local values 0.246 and 0.243 at the two ends. The small decrease follows from (10): as $\psi_s$ grows, both $C_D$ and the layer correction become smaller. These densities are statistical means that check the algebra. Even at $\psi_s=2.60$ V the sheet density of $2.8\times10^4\ \mathrm{cm^{-2}}$ gives, for $W=L$, $\mu=30\ \mathrm{cm^2/Vs}$ and $V_{DS}=5$ mV, a current below $10^{-15}$ A. In a real device such currents could be hidden by leakage, which the model omits, and a measured swing usually belongs to a somewhat larger $\psi_s$.

**The rising density in numbers.** Let $D_{it}$ grow toward the conduction band with $\Delta=0.1$ eV, from $4.88\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$ at the Fermi level, which lies 0.463 eV below that band. Then $a=0.2585$ and (7) gives a factor 1.119. The directly integrated average is $5.46\times10^{11}\ \mathrm{cm^{-2}\,eV^{-1}}$, in agreement. Formula (10) gives 173.0 mV/decade with the local density and 181.0 with the average. The numerical solution also gives 181.0, so here the thermal average is needed.

## 8. Two roads to the thermal limit

If $C_D+C_{it}\ll C_{ox}$, then $m\to1$: the surface follows the gate almost completely. The usual formula becomes

$$S\to\ln(10)\frac{kT}{q},\tag{12}$$

which is 59.5 mV/decade at 300 K. It is proportional to $T$; at 450 K it would be $1.5\times59.53\simeq89.3$ mV/decade. The value reflects the Boltzmann factor alone: a tenfold increase of the electron density needs a potential change $v_t\ln10$.

In (10) the numerator is at least one, and for $\psi_s\gg v_t$ the denominator lies between zero and one. Within this model, therefore, $S$ cannot fall below (12). The argument assumes that the current is set by a Boltzmann population and that the capacitances are positive.

**A doped bulk device.** Remove the traps, set $N_A=10^{15}\ \mathrm{cm^{-3}}$ and hold $\psi_s=2.3$ V. For oxides of 50, 5 and 0.5 nm, $C_D/C_{ox}$ is 0.081, 0.0081 and 0.00081. The numerical swing divided by its thermal value is 1.087, 1.014 and 1.0066. The sequence does not tend to one. At fixed $\psi_s$ the denominator of (10) remains and leaves a factor 1.0057, because the layer still narrows as the surface field grows. The usual formula omits this excess of about 0.6%. The 0.5 nm oxide serves as a mathematical limit, since tunnelling is absent from the model.

**An undoped thin body.** Now take a body of fixed thickness $t_b$ with no doping and zero field at its back. There is no depletion charge, so $C_D=0$. With negligible mobile charge the potential is uniform across the body, and $N_n=n_st_b$ with $n_s\propto e^{\psi_s/v_t}$. The thickness does not change with the gate, so $d\ln N_n/d\psi_s=1/v_t$, and

$$S=\ln(10)\,v_t\left(1+\frac{C_{it}}{C_{ox}}\right).$$

For a 10 nm body under the 50 nm oxide, the numerical swing without traps is 59.53 mV/decade. A thin oxide is not required when there is no added capacitance to overcome. This rests on the zero field at the back, as at the midplane of a symmetric double gate. A back insulator on a grounded substrate adds its capacitance, in series with that of the body, to the divider: a 100 nm back oxide would raise the swing to about 88 mV/decade. Restoring the traps at the gated interface gives

$$59.53\left(1+\frac{160.22}{69.06}\right)\simeq197.6\ \mathrm{mV/decade},$$

in agreement with the numerical solution. Removing the depletion charge does not remove the cost of charging the traps.

## 9. Where the formula stops

The electron capacitance was dropped in (3). From (8), to leading order in $v_t/\psi_s$,

$$C_n=q\frac{dN_n}{d\psi_s}\simeq\frac{qN_n}{v_t}=\frac{qn_s}{E_s}.$$

Dividing by $C_D=qN_A/E_s$ and using $n_i=N_Ae^{-\phi_F/v_t}$ gives

$$\frac{C_n}{C_D}\simeq\frac{n_s}{N_A}=e^{(\psi_s-2\phi_F)/v_t}.\tag{13}$$

At $\psi_s=2.70$ V this is about $1.6\times10^{-4}$, so the neglect is justified. At $\psi_s=2\phi_F+0.10$ V the same estimate gives about 48. The electrons then supply most of the change of charge that balances a change of gate voltage, although they are still only about one sixth of the semiconductor charge. They also raise $E_s$ above (4), but the estimate survives. The field depends on position only through $\psi$, so $N_n=\int_0^{\psi_s}n\,d\psi/E(\psi)$ and $dN_n/d\psi_s=n_s/E_s$ with the actual surface field. In the same way $C_D=qN_A/E_s$ when holes at the surface are negligible, and $E_s$ cancels in the ratio. What fails is (10), which omits $C_n$ and takes $E_s$ from (4). There the numerical swing is about 2.07 V/decade, while (10) would give 0.241 V/decade. The Fermi level is then only $1.4\,kT$ below the conduction band, so the values 48 and 2.07, obtained with Boltzmann statistics, are several percent too high. At $\psi_s=2\phi_F$ itself (13) already gives $C_n\simeq C_D$. The formula therefore belongs to the part of weak inversion that lies several $v_t$ below this point.

The trap term has its own condition. Traps much slower than the sweep act as frozen charge and do not contribute to $C_{it}$. Traps that follow only partly are not described by the equilibrium occupation used in (6).

In a wide-gap semiconductor this condition is severe. A trap at depth $E_t$ below the conduction band emits its electron in a time of about $e^{E_t/kT}/(\sigma v N_c)$, with capture cross-section $\sigma$, thermal speed $v$ and effective density of states $N_c$. Take $\sigma=10^{-15}\ \mathrm{cm^2}$ and $v=10^7\ \mathrm{cm/s}$ as illustrative values. For traps at the Fermi level of our example, the time is then about 0.3 ms at $\psi_s=2.60$ V but about 20 hours at 2.10 V. The value with traps at 2.10 V thus checks the algebra and does not describe an ordinary gate sweep.

## 10. Reading a trap density from a swing

Solving (11) for a constant trap density gives

$$D_{it}\simeq\frac{1}{q^2}\left[C_{ox}\left(\frac{S}{\ln(10)\,v_t}-1\right)-C_D\right].\tag{14}$$

For the numerical swing of 244.1 mV/decade, the bracket is

$$69.06\left(\frac{244.1}{59.53}-1\right)-52.49\simeq161.6\ \mathrm{nF/cm^2}.$$

Since $160.22\ \mathrm{nF/cm^2}$ corresponds to $10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, the inferred density is $1.009\times10^{12}\ \mathrm{cm^{-2}\,eV^{-1}}$, about 0.9% above the input.

This error comes from the omitted layer correction. Let $\delta=0.00505$ be the relative amount by which (10) exceeds (11). Equation (14) assigns the excess $m\delta$ to traps, so the error relative to the true trap density is

$$\frac{C_{ox}\,m\,\delta}{C_{it}}=\delta\,\frac{C_{ox}+C_D+C_{it}}{C_{it}}.$$

Here it is $0.00505\times281.77/160.22\simeq0.9\%$. For ten times fewer traps it would be $0.00505\times137.57/16.02\simeq4.3\%$. The correction that hardly matters for the swing matters more when a small trap capacitance is obtained by subtraction. Multiplying the measured $S$ by the denominator of (10) before using (14) removes this error within the classical model, to the order of the derivation. In a real device quantum confinement changes the layer correction, because the electron levels rise with the surface field. For a triangular well and a mass of 0.4 electron masses the lowest level lies about $E_0=0.10$ eV, or $4\,kT$, above the band edge. Since $E_0\propto E_s^{2/3}$, it gives a correction of about $E_0/[3q(\psi_s-v_t)]\simeq0.014$, nearly three times the classical value. The errors of 0.9% and 4.3% would then grow by a similar factor, so a small trap density obtained in this way remains uncertain. An error in $C_D$, for instance from an uncertain doping, passes directly into $q^2D_{it}$ and is not removed by that step.

## Computed results

```
temperature 300 K, gap 3.2 eV, band densities 2.0e+19 cm^-3
relative permittivities: semiconductor 10.0, oxide 3.9
doping 1.0e+17 cm^-3, oxide 50 nm, D_it 1.0e+12 cm^-2 eV^-1
thermal voltage 25.852 mV, intrinsic density 2.64e-08 cm^-3
bulk potential phi_F 1.4630 V, threshold 2 phi_F 2.9261 V
chosen surface potential 2.60 V
depletion width 168.7 nm, surface field 0.3052 MV/cm
electron layer thickness 0.847 nm
C_ox 69.06 nF/cm^2
C_D 52.49 nF/cm^2
C_it 160.22 nF/cm^2
C_D from grid 52.49 nF/cm^2
m: formula 4.0800, grid 4.0800
sheet density: layer formula 2.8209e+04, grid 2.8353e+04 cm^-2
thermal limit at 300 K: 59.53 mV/decade
swing, usual formula: 242.87 mV/decade
swing, corrected formula: 244.09 mV/decade
swing, grid: 244.10 mV/decade = 0.2441 V/decade
layer correction factor 1.00505
without traps: m 1.7601, usual 104.77, corrected 105.30, grid 105.30 mV/decade
psi_s V | V_G V | sheet cm^-2 | S corrected | S grid mV/decade
2.10 | 7.0902 | 1.260e-04 | 249.58 | 249.60
2.40 | 8.3317 | 1.290e+01 | 246.07 | 246.09
2.70 | 9.5580 | 1.331e+06 | 243.19 | 243.21
D_it recovered, usual formula: 1.0090e+12 cm^-2 eV^-1
D_it recovered, corrected formula: 1.0001e+12 cm^-2 eV^-1
rising traps: edge density 5.0e+13 cm^-2 eV^-1, decay 0.1 eV
Fermi level below conduction band 0.4630 eV
D_it at Fermi level 4.876e+11, thermal average 5.456e+11 cm^-2 eV^-1
rising-trap swing: local 172.97, average 181.03, grid 181.04 mV/decade
above threshold, psi_s 3.0261 V: formula 240.6, grid 2066.7 mV/decade
trap-free limit: doping 1.0e+15 cm^-3, psi_s 2.3 V
oxide nm | C_D/C_ox | S grid mV/decade | S/thermal
50.0 | 0.08087 | 64.712 | 1.08712
5.0 | 0.00809 | 60.355 | 1.01392
0.5 | 0.00081 | 59.919 | 1.00660
remaining layer factor at zero C_D/C_ox: 1.00572
undoped body 10 nm, zero back field, psi_s 1.0 V, oxide 50 nm
thin-body swing: no traps 59.526, with D_it 197.621 mV/decade
```
